# Order of the silicon subbands in triangular wells and thin films

## Problem

Electrons are confined at a (001) silicon surface, with $z$ along the surface normal. The conduction band has six equivalent minima, each with ellipsoidal energy surfaces of longitudinal mass $m_l=0.916\,m_e$ and transverse mass $m_t=0.190\,m_e$ (model inputs; the masses in silicon are about 0.92 and 0.19). The long axes of the ellipsoids lie along the cube axes. Two valleys therefore have the mass $m_l$ along $z$, and four have the mass $m_t$ along $z$.

Let $E_1$ and $E_2$ be the two lowest subband bottoms of the twofold valleys, and $E_1'$ the lowest subband bottom of the fourfold valleys. Is $E_1'$ above or below $E_2$

1. in a triangular well, with a hard wall at $z=0$ and potential energy $eFz$ for $z>0$;
2. in a flat film of thickness $L$ between two hard walls?

The crystal is unstrained, so all six minima have the same energy. The bands are parabolic, coupling between valleys is ignored, and the electrons do not alter the potential. In the triangular well, energies are measured from the potential at the wall corner.

## A tempting solution

The potential depends on $z$ alone and the ellipsoid axes coincide with the coordinate axes, so the motion separates. A subband bottom is an energy of the one-dimensional motion along $z$, at zero in-plane wavevector.

In a film the wave must vanish at both walls. It is $\sin(n\pi z/L)$, and

$$E_n=\frac{n^2\pi^2\hbar^2}{2mL^2}.$$

With $r=m_l/m_t=4.821$, the ratio asked for is

$$\frac{E_1'}{E_2}=\frac{1/m_t}{4/m_l}=\frac r4=1.205 .$$

The argument continues: a triangular well also confines the electron to some width, which is set by the field. Call it $W$ and put it in place of $L$. It cancels from the ratio, so $E_1'/E_2=1.205$ again, and $E_1'$ lies above $E_2$ in both wells.

The answer for the film is right. The answer for the triangular well is wrong.

## Where the argument fails

The first suspect is the common width. In a triangular well an electron of energy $E$ turns back classically at $z=E/(eF)$, so a higher level has a wider well. Put $W=E/(eF)$ into the box formula:

$$E=\frac{n^2\pi^2\hbar^2}{2m}\,\frac{e^2F^2}{E^2}
\quad\Rightarrow\quad
E^3=\frac{n^2\pi^2\hbar^2e^2F^2}{2m}.$$

The ratio becomes $E_1'/E_2=(r/4)^{1/3}=1.064$. It is closer to 1, but still above it. Letting the width vary does not repair the order.

Two assumptions of the box formula remain: the potential is flat inside the well, and the wave vanishes at the turning point, as if a wall stood there. The second one decides the order, as the half-wave counts below will show. In the triangular well the potential merely rises through $E$ at that point, and the wave continues beyond it with a decaying tail. The Schrödinger equation has to be solved with the slope and the tail included.

## The triangular well

For either mass $m$, the envelope $u(z)$ obeys

$$-\frac{\hbar^2}{2m}\frac{d^2u}{dz^2}+eFz\,u=Eu,\qquad u(0)=0,\qquad u\to0\ \text{as}\ z\to\infty .$$

Measure position from the turning point in units of a length $\ell$ still to be chosen:

$$\xi=\frac z\ell-\frac{E}{eF\ell}.$$

Then $eFz-E=eF\ell\,\xi$ and $d^2/dz^2=\ell^{-2}d^2/d\xi^2$. The equation becomes

$$\frac{d^2u}{d\xi^2}=\frac{2meF\ell^3}{\hbar^2}\,\xi\,u .$$

The choice $\ell=(\hbar^2/2meF)^{1/3}$ makes the coefficient 1, which leaves $u''=\xi u$. The solution that decays at large positive $\xi$ is the Airy function $\mathrm{Ai}(\xi)$. Following it inward from there, one finds its first two zeros at $\xi=-a_1$ and $\xi=-a_2$, with $a_1=2.3381$ and $a_2=4.0879$.

The wall $z=0$ lies at $\xi=-E/(eF\ell)$, and it must coincide with a zero. Hence

$$E_n=a_n\,eF\ell=a_n\left(\frac{\hbar^2e^2F^2}{2m}\right)^{1/3}.$$

The field cancels from the ratio of two levels:

$$\frac{E_1'}{E_2}=\frac{a_1}{a_2}\,r^{1/3}
=\frac{2.3381}{4.0879}\times1.6893=0.966 .$$

The lowest fourfold subband lies just below the second twofold subband.

The two results have different conditions on the mass ratio:

$$\text{triangular well: }E_1'<E_2\iff r<\left(\frac{a_2}{a_1}\right)^3=5.345,
\qquad
\text{film: }E_1'>E_2\iff r>4 .$$

Silicon has opposite orders in the two wells because its ratio, 4.821, falls between these limits. For $r<4$ the fourfold level would be the lower one in both wells, and for $r>5.345$ the higher one in both. With $m_l$ held at $0.916\,m_e$, the window corresponds to $m_t$ between about 0.171 and $0.229\,m_e$.

## What the soft turning point does

The two wells can be compared by the number of half-waves that fit into the classically allowed region,

$$N=\frac1{\pi\hbar}\int p\,dz,\qquad p=\sqrt{2m(E-V)} .$$

In the film $p$ is constant and $N=n$, so the first two levels have $N=1$ and $N=2$. In the triangular well

$$N=\frac{\sqrt{2m}}{\pi\hbar}\int_0^{E/eF}\!\!\sqrt{E-eFz}\;dz
=\frac{\sqrt{2m}}{\pi\hbar}\,\frac{2E^{3/2}}{3eF}.$$

The level formula gives $E_n^{3/2}=a_n^{3/2}\,\hbar eF/\sqrt{2m}$, and therefore

$$N_n=\frac{2}{3\pi}\,a_n^{3/2},\qquad N_1=0.759,\quad N_2=1.754 .$$

Each count is about a quarter less than in the film. The main reason is visible in $u''=\xi u$. Beyond the turning point a positive decaying solution is convex and falls towards zero, so it is still positive at the turning point itself. The last half-wave is not completed inside the allowed region.

At a fixed energy $N$ is proportional to $\sqrt m$. At the energy $E_2$ the light mass therefore has the count $N_2/\sqrt r$, with $\sqrt r=2.196$:

- In the triangular well this is $1.754/2.196=0.799$. The first level needs only 0.759. Since $N$ grows with energy, $E_1'$ has already been passed, and it lies below $E_2$.
- In the film it is $2/2.196=0.911$. The first level needs 1, so $E_1'$ has not yet been reached, and it lies above $E_2$.

Removing nearly the same amount from both counts raises their ratio from 2 to $1.754/0.759=2.31$. The value of $\sqrt r$ for silicon lies between the two. If the counts had stayed at 1 and 2, the slope of the potential alone would have left the film order, because $N$ at a fixed energy is proportional to $\sqrt m$ in both wells.

## The levels in two structures

Take a surface field of 0.50 MV/cm for the triangular well. The Airy formula with mass $m_l$ gives $E_1=109.95$ meV. The others follow by ratio:

$$E_2=109.95\times\frac{4.0879}{2.3381}=192.2\ \text{meV},\qquad
E_1'=109.95\times1.6893=185.7\ \text{meV}.$$

The gap, defined as $E_1'-E_2$, is $-6.5$ meV.

For a flat film of thickness 10 nm, $E_1=4.11$ meV. Then $E_2=4E_1=16.4$ meV and $E_1'=rE_1=19.8$ meV, so the gap is $+3.4$ meV. Finite-difference diagonalization of the two Schrödinger equations reproduces all these levels to within 2 parts in $10^4$. The gaps are small differences and are sensitive to the masses. With $m_l=0.98\,m_e$, a value also found in tables, they become $-2.2$ and $+4.4$ meV, with the same signs.

## A film with a field across it

The potential in a film need not be flat. Add $eFz$ between the two hard walls. With $z=Ls$ and energies in units of $\hbar^2/(2m_eL^2)$, the field enters only through the combination $2m_eeFL^3/\hbar^2$. The field at which $E_1'$ and $E_2$ cross must therefore scale as $1/L^3$.

For 10 nm, diagonalization puts the crossing at 0.071 MV/cm, which is a drop of 71 meV across the film. Among 21 equally spaced fields from 0 to 0.5 MV/cm, the gap changes sign once: the film order holds below the crossing and the triangular order above it. For 5 nm the crossing moves to 0.568 MV/cm, eight times higher, as the scaling requires.

## Walls of finite height

The gaps are small, so the assumption of a hard wall needs examination. Let the oxide be a barrier of height $V_0=3.1$ eV with electron mass $m_{ox}=0.5\,m_e$, both rough. For levels far below $V_0$, the wave in the oxide is $e^{\kappa z}$ for $z<0$, with $\kappa=\sqrt{2m_{ox}V_0}/\hbar=6.38\ \text{nm}^{-1}$. Continuity of $u$ and of $u'/m$, a common matching rule that conserves current but is not the only one that does, gives on the silicon side

$$\frac{u'(0)}{m}=\frac{\kappa\,u(0)}{m_{ox}}
\quad\Rightarrow\quad
d\equiv\frac{u(0)}{u'(0)}=\frac{m_{ox}}{m\kappa}.$$

Extended as a straight line, $u$ vanishes at $z=-d$. To first order, the wall has moved outward by $d$. The displacement is 0.086 nm for $m_l$ and 0.413 nm for $m_t$, so the light mass gains more.

In the triangular well, write $eFz=eF(z+d)-eFd$. This is the original problem with its wall at $-d$, lowered by $eFd$. The shifts are $-20.6$ meV for $E_1'$ and $-4.3$ meV for $E_2$, and the gap becomes about $-6.5-20.6+4.3=-22.8$ meV. Diagonalization with the barrier gives $-22.3$ meV. The order is the same and the separation more than three times larger.

In the film both walls move, and $L$ becomes $L+2d$:

$$E_1'\approx19.79\left(\frac{10}{10.826}\right)^2=16.9\ \text{meV},\qquad
E_2\approx16.42\left(\frac{10}{10.172}\right)^2=15.9\ \text{meV}.$$

The gap shrinks to 1.0 meV, as diagonalization confirms. In a thinner film it changes sign. Setting the two levels equal, with $d_l$ and $d_t$ the displacements for the two masses and $s=\sqrt r/2=1.098$, gives

$$s\,(L+2d_l)=L+2d_t\quad\Rightarrow\quad
L=\frac{2(d_t-s\,d_l)}{s-1}\approx6.5\ \text{nm}.$$

Diagonalization also gives 6.5 nm. The film result is thus a statement about hard walls: with this oxide, a flat film somewhat thinner than 6.5 nm has the triangular order. The barriers also lower the crossing field of the 10 nm film, from 0.071 to 0.027 MV/cm.

These barrier results depend on the model of the interface. With $m_{ox}=0.3\,m_e$ the triangular gap is $-19$ meV and the film reverses at 5.0 nm. If $u/\sqrt m$ and $u'/\sqrt m$ are matched instead, which also conserves current, both masses see the same displacement $1/\kappa$. The triangular gap is then $-6.7$ meV, the gap of the 10 nm film is 3.2 meV, and the film order does not reverse between 2 and 30 nm. Both valley groups were also given the same barrier. The fourfold valleys carry an in-plane crystal momentum of about $0.85\times2\pi/a$, with $a$ the lattice constant. If it were conserved into a parabolic oxide band of mass $0.5\,m_e$, their barrier would rise by about 7 eV. With the $u'/m$ rule the triangular gap would then be $-13$ meV, the gap of the 10 nm film 2.3 meV, and the reversal would move to about 2.5 nm. The oxide is amorphous, so how far this momentum is conserved is not settled here.

## Nonparabolic bands

Suppose that the heavy-mass motion stays parabolic, so that $E_2$ does not shift, while the kinetic energy $K$ of the light-mass motion obeys $K(1+\alpha K)=T$, with $T=p^2/2m$ and $\alpha=0.5\ \text{eV}^{-1}$ (rough). To first order $K=T-\alpha T^2$. In an eigenstate $Tu=(E-V)u$, so the level shifts by $-\alpha\langle(E-V)^2\rangle$.

In the film $V=0$ and the shift is $-\alpha E^2=-0.2$ meV. In the triangular well $E-V=-eF\ell\,\xi$, and $\langle\xi^2\rangle$ is needed. For $u''=\xi u$ the following derivatives hold:

$$(\xi u^2-u'^2)'=u^2,\qquad
(\xi^3u^2-\xi^2u'^2)'=3\xi^2u^2-2\xi u'^2,\qquad
(\xi uu')'=uu'+\xi u'^2+\xi^2u^2 .$$

Integrate each from $-a$ to infinity, where $u(-a)=0$. The first gives $\int u^2=u'(-a)^2$. The third gives $\int\xi u'^2=-\int\xi^2u^2$, because $\int uu'=0$. The second then gives $a^2u'(-a)^2=5\int\xi^2u^2$. Hence $\langle\xi^2\rangle=a^2/5$, and the shift is $-\alpha E^2/5=-3.4$ meV for $E_1'$. Under this supposition it strengthens the triangular order and slightly weakens the film order. The supposition matters: if the same $\alpha$ acts on the heavy-mass motion, $E_2$ shifts by $-\alpha E_2^2/5=-3.7$ meV as well, and the triangular gap is nearly unchanged, at about $-6.2$ meV. The value of $\alpha$ also depends on direction. A local empirical-pseudopotential band structure of silicon gives about $0.16\ \text{eV}^{-1}$ along a transverse cube axis, the direction relevant here, and above $1.5\ \text{eV}^{-1}$ along the transverse diagonal. For the longitudinal motion, averaged over its two senses, it gives nearly zero. With $0.16\ \text{eV}^{-1}$ the shift of the triangular $E_1'$ is about $-1.1$ meV.

## Real transistors

The triangular well resembles the surface of a bulk transistor with about $10^{18}$ acceptors per cm³, and the film a silicon-on-insulator channel near flat band. With the $u'/m$ matching rule, the finite oxide barrier is the largest correction computed here for the triangular gap. The charge in the silicon matters less there. With the surface field held at 0.5 MV/cm, the acceptors and $5\times10^{11}$ electrons per cm² (placed in the $E_1$ state) change the hard-wall gap from $-6.5$ to $-5.0$ meV. The field was imposed here: without body bias these two densities give about 0.65 MV/cm, and a field near 0.5 MV/cm goes with about $5\times10^{17}$ acceptors per cm³. The effect grows when electrons supply more of the field. With $10^{17}$ acceptors per cm³ and $2.1\times10^{12}$ electrons per cm² at 300 K, the field is again close to 0.5 MV/cm and the hard-wall gap is only about $-3$ meV. An electron density of $5\times10^{11}$ per cm² in the 10 nm hard-wall film, with its field leaving equally through both faces, raises the gap from 3.4 to 5.9 meV when all of it is placed in the unperturbed $E_1$ state. At 300 K only about a fifth of the electrons are in $E_1$ and half are in $E_1'$, and the self-consistent gap is about 5.5 meV; with $2.1\times10^{12}$ electrons per cm² it is about 12 meV. The charge lifts the potential most at mid-film, where the $E_1'$ state is concentrated and the $E_2$ state has its node. These are electrostatic (Hartree) values. Exchange and correlation lower the potential where the electron density is high and offset part of the effect. Two rough local estimates, a classical screening term at 300 K and a zero-temperature local-density term, give 4.2 to 4.7 meV in place of 5.5 and 11 to 11.7 meV in place of 12. For the triangular well with $10^{17}$ acceptors per cm³ they give $-4.4$ to $-6.7$ meV in place of $-3$. The image force acts the other way in the film. The oxide has the lower permittivity (3.9 against 11.7), so an electron is repelled from each interface, and $E_2$, with more weight near the walls, rises more than $E_1'$. For thick oxides and no screening, it lowers the hard-wall film gap from 3.4 to 1.5 meV and moves the triangular gap from $-6.5$ to $-7.9$ meV. Added to the finite barriers, it turns the 1.0 meV gap of the 10 nm film into roughly $-0.5$ meV, a value that depends on how the image potential is cut off at the interface. The combined effect of barriers, charge and image force on the small film gap was not computed, so its sign in a real 10 nm film is not settled here.

Coupling between the two valleys on the $z$ axis, ignored so far, splits $E_2$ into a doublet. A one-dimensional atomic chain with the valley position and mass $m_l$ of silicon, ended by an atomically sharp wall, gives up to 1 meV in films near 10 nm, depending on the number of atomic layers. In the triangular well at 0.5 MV/cm it gives about 7 meV. The size depends on the interface, but in this model it is comparable to the gaps themselves.

Strain breaks the assumption of equal minima. If it raises the fourfold minima by $\Delta$ relative to the twofold ones, it adds $\Delta$ to the gap. In the hard-wall triangular well at 0.5 MV/cm, $\Delta>6.5$ meV is enough to reverse the order; this threshold scales as $F^{2/3}$, from 2.2 meV at 0.1 MV/cm to 10.3 meV at 1 MV/cm.

The order is also hard to resolve at 300 K. With a rough mobility $\mu=500$ cm²/Vs and in-plane mass $m_t$, the collision time is $\tau=\mu m_t/e$ and the broadening $\hbar/\tau$ is about 12 meV, larger than either hard-wall gap, though smaller than the 22 meV triangular gap found with the oxide barrier. This mass belongs to the twofold subbands. With the conductivity mass of the fourfold subband, $2/(1/m_l+1/m_t)=0.315\,m_e$, the same mobility gives about 7 meV, close to the hard-wall triangular gap. The thermal energy is 25.9 meV.

With the hard-wall gaps, the populations follow the order only weakly. For a dilute gas in equilibrium, each valley contributes in proportion to the square root of the product of its in-plane masses, times a Boltzmann factor. The populations $n_1'$ and $n_2$ of the $E_1'$ and $E_2$ subbands then obey

$$\frac{n_1'}{n_2}=\frac{4\sqrt{m_lm_t}}{2m_t}\,e^{-(E_1'-E_2)/kT}=2\sqrt r\;e^{-(E_1'-E_2)/kT}.$$

The prefactor is 4.39. The hard-wall gaps give ratios of 5.6 in the triangular well and 3.9 in the film; the gaps with the oxide barrier give 10.4 and 4.2. At 300 K the fourfold subband holds more electrons than the second twofold subband in both structures, even in the 10 nm film, where it lies higher. This requires $E_1'-E_2<kT\ln 4.39$, which with hard walls fails below about 26 K at 10 nm, and in films thinner than about 3 nm at 300 K.

## Values computed for the example and the checks

```
Longitudinal mass m_l: 0.916 m_e
Transverse mass m_t: 0.190 m_e
Mass ratio r: 4.821
Square root of r: 2.196
Cube root of r: 1.6893
Airy a1: 2.3381
Airy a2: 4.0879
Upper limit of r, triangular well: 5.345
Lower limit of r, film: 4.000
E1'/E2 triangular well: 0.9662
E1'/E2 film: 1.2053
Phase count N1 triangular: 0.7587
Phase count N2 triangular: 1.7539
Light-mass count at E2, triangular: 0.7988
Light-mass count at E2, film: 0.9109
Surface field: 0.50 MV/cm
Triangular E1: 109.95 meV
Triangular E2: 192.23 meV
Triangular E1': 185.74 meV
Triangular gap E1'-E2: -6.49 meV
Film thickness: 10.0 nm
Film E1: 4.11 meV
Film E2: 16.42 meV
Film E1': 19.79 meV
Film gap E1'-E2: 3.37 meV
Crossing field in film, hard walls: 0.0710 MV/cm
Crossing field in film, oxide walls: 0.0273 MV/cm
Crossing field, half thickness, hard walls: 0.5677 MV/cm
Oxide barrier (rough): 3.1 eV
Oxide mass (rough): 0.5 m_e
Decay constant kappa in oxide: 6.38 1/nm
Wall displacement d, mass m_l: 0.086 nm
Wall displacement d, mass m_t: 0.413 nm
Triangular gap with oxide barrier: -22.33 meV
Film gap with oxide barriers: 1.02 meV
Film thickness where oxide reverses order: 6.47 nm
Same thickness from displacement formula: 6.51 nm
Nonparabolicity alpha (rough): 0.5 1/eV
Nonparabolic shift of triangular E1': -3.45 meV
Nonparabolic shift of film E1': -0.20 meV
Acceptor density (rough): 1.0e+18 cm^-3
Electron sheet density (rough): 5.0e+11 cm^-2
Relative permittivity of silicon (rough): 11.7
Triangular gap with charge, hard wall: -5.00 meV
Film gap with electron charge, hard walls: 5.93 meV
Temperature: 300 K
Thermal energy kT: 25.85 meV
Mobility (rough): 500 cm2/Vs
Collision broadening hbar/tau: 12.2 meV
Population weight 2 sqrt(r): 4.39
Population E1' over E2, triangular: 5.65
Population E1' over E2, film: 3.85
```
